# Why a compliant substrate promotes channel cracking in thin films

A film 500 nm thick, under a tension of 600 MPa, releases 2.2 J/m² when a long crack channels through it on silicon, and 12.5 J/m² when the same crack runs through the same film on thick polyimide. With a film toughness of 5 J/m², it survives on silicon and can crack on the polymer. Film, stress and thickness are the same in both cases, and the substrate is assumed not to crack in either.

## The crack and the quantities held fixed

A channel crack cuts a film from its free surface to the interface and runs along the film. Let $z$ point along the channel, $x$ across it, and $y$ upward from the interface, so that the film occupies $0<y<h$. Before cracking, the film carries a uniform tension $\sigma$ in the $x$ direction. Its plane-strain modulus is

$$\bar E_f=\frac{E_f}{1-\nu_f^2}.$$

The following conditions hold unless a limit is being discussed:

- Film and substrate are linear elastic and isotropic, and the substrate is thick and initially almost unstressed.
- The crack stops at the interface, without debonding the film or entering the substrate.
- The channel is long enough for its front to advance with a constant shape.
- Comparisons hold $\sigma$, $h$, the film's elastic constants and its toughness $\Gamma$ fixed.

When the front advances by unit length, one unit of uncracked film far ahead is in effect replaced by one unit of cracked film far behind. The shape of the front therefore drops out of the energy balance. The energy release rate $G$, per unit area of new crack, follows from two plane cross-sections.

## Opening and energy release are one quantity

Cut the film at $x=0$, but keep the cut closed by applying the original traction $\sigma$ to its faces. Then reduce this traction in proportion to zero. When a fraction $s$ has been removed, the remaining traction is $(1-s)\sigma$ and, by linearity, the opening is $s\delta(y)$, where $\delta$ is the final opening. The energy extracted per unit channel length is

$$Gh=\int_0^h\!\int_0^1(1-s)\,\sigma\,\delta(y)\,ds\,dy
=\frac{\sigma}{2}\int_0^h\delta(y)\,dy .$$

The factor one half comes from the falling traction. With $\bar\delta$ the mean opening over the thickness,

$$G=\frac{\sigma\bar\delta}{2}.$$

At fixed film stress, a larger mean opening and a larger energy release are thus the same statement, not cause and effect. What remains to be explained is why a softer substrate increases either of them.

It is convenient to write

$$G=Z\frac{\sigma^2h}{\bar E_f},\qquad
\bar\delta=\frac{2G}{\sigma}=2Z\frac{\sigma h}{\bar E_f}.$$

For a thick substrate there is no length in the cross-section other than $h$, so the number $Z$ depends only on the elastic constants. A fully unloaded film strip of length $L$ contracts by $\sigma L/\bar E_f$. The mean opening therefore equals the contraction of a strip of length $2Zh$. That strip would give up the energy $(\sigma^2/2\bar E_f)h(2Zh)=Gh$, which is the actual net release.

## Where the energy comes from

The change caused by the crack is a corrective field: the displacement produced when the crack faces are pushed apart by $\sigma$, with no other load. Let $U_f$ and $U_s$ be its elastic energies in film and substrate, per unit channel length. The work of a load applied gradually to a linear body is half of load times displacement, so

$$U_f+U_s=\frac{\sigma}{2}\int_0^h\delta\,dy=Gh .$$

These are not yet the actual energy changes, because the film was stressed beforehand. Adding a strain $\varepsilon_{xx}$ to a film under tension $\sigma$ changes its energy by the integral of $\sigma\varepsilon_{xx}$, plus $U_f$. The initial stress along $z$ does no work, since the corrective field has no strain in that direction. On the right of the crack the displacement is $\delta/2$ at the face and zero far away. The integral of $\varepsilon_{xx}$ there is $-\int\delta\,dy/2$, and the left side contributes the same. Hence

$$\Delta E_{\rm film}=-\sigma\int_0^h\delta\,dy+U_f=-(2Gh-U_f),
\qquad \Delta E_{\rm sub}=U_s .$$

Their sum is $-2Gh+U_f+U_s=-Gh$, as required. The film supplies the energy; the substrate absorbs part of it. For the example, dividing every term by $h$, the ledger on polyimide is

$$19.69-7.14=12.55\ \mathrm{J/m^2},$$

and on silicon it is $3.04-0.85=2.19$ J/m². The soft substrate takes up more energy, yet the net release is larger because it lets the film give up far more.

## Why softening must increase the release

The ledger does not prove that the film's extra loss always wins. A maximum principle does. For any continuous trial displacement $u$ that vanishes far away, with opening $\delta_u$ at the cut, define

$$\Pi(u)=\sigma\int_0^h\delta_u\,dy-U_f(u)-U_s(u).$$

Let $q$ be the true corrective displacement and $u=q+w$. The total energy $U=U_f+U_s$ is quadratic, so

$$U(q+w)=U(q)+2B(q,w)+U(w),$$

where $2B(q,w)$ is the work of the stresses of $q$ through the strains of $w$. Equilibrium of $q$ (virtual work) makes this equal to $\sigma\int\delta_w\,dy$. The terms linear in $w$ cancel, leaving

$$\Pi(q+w)=\Pi(q)-U(w)\le\Pi(q).$$

The true field therefore maximizes $\Pi$, and the maximum is $\Pi(q)=2Gh-Gh=Gh$.

Now replace the substrate by a softer one, with energy $U_s'(u)\le U_s(u)$ for every displacement. The old field $q$ is still an allowed trial, so the new release rate $G'$ satisfies

$$G'h\ge\sigma\int_0^h\delta_q\,dy-U_f(q)-U_s'(q)
=Gh+U_s(q)-U_s'(q)\ge Gh .$$

The increase is strict whenever the softened stiffness carries energy in the original field. Since $\bar\delta=2G/\sigma$, the mean opening increases as well.

The meaning of "softer" can be read from the substrate's energy density in plane strain,

$$\tfrac12\left[(\lambda+\mu)(\varepsilon_{xx}+\varepsilon_{yy})^2
+\mu\left((\varepsilon_{xx}-\varepsilon_{yy})^2+4\varepsilon_{xy}^2\right)\right],$$

where $\lambda$ and $\mu$ are the Lamé constants. It suffices that neither $\lambda+\mu$ nor $\mu$ increases and at least one decreases. Young's modulus alone does not settle the matter if Poisson's ratio also changes. Here $\mu=E/[2(1+\nu)]$ and $\lambda+\mu=E/[2(1+\nu)(1-2\nu)]$. For silicon ($E=160$ GPa, $\nu=0.22$) these are about 66 and 117 GPa; for polyimide ($E=5$ GPa, $\nu=0.35$) about 1.9 and 6.2 GPa. The condition is met with a wide margin.

The proof concerns the mean opening. In the computed example the opening was also tested at every mesh height above the interface, and it was larger on polyimide at each.

## How fast the release grows

At fixed Poisson's ratio, $U_s$ is proportional to the substrate modulus $E_s$ for a given displacement. When $E_s$ changes slightly, the displacement changes too, but $\Pi$ is stationary, so to first order only the explicit dependence contributes:

$$\frac{d(Gh)}{dE_s}=-\frac{U_s}{E_s}.$$

Multiplying by $E_s/(Gh)$ and using $Gh=U_f+U_s$ gives

$$\frac{d\ln G}{d\ln E_s}=-\frac{U_s}{U_f+U_s}.$$

The sensitivity is the substrate's share of the corrective energy. Both parts are positive, so the slope lies between $-1$ and 0: softening by a factor $k$ raises $G$ by less than $k$.

For the polyimide case the energy share is 0.569. Varying the modulus by about 5% either way and solving again gives a slope of $-0.570$. This agreement checks the identity, which a finite-element solution also obeys on its own mesh; the share itself is uncertain by a few per cent. A 10% fall in polymer modulus at fixed film stress thus raises $G$ by roughly 6%.

Finite-element solutions with equal Poisson's ratios of 0.25 show the trend:

| $E_s/E_f$ | $Z$ | Substrate share |
|---:|---:|---:|
| 10 | 1.16 | 0.09 |
| 1 | 1.97 | 0.39 |
| 0.3 | 3.46 | 0.52 |
| 0.1 | 6.32 | 0.57 |
| 1/30 | 11.8 | 0.56 |

On a stiff substrate most of the corrective energy is in the film, and further stiffening changes little. $Z$ does not fall to zero even for a rigid substrate, because the film above the bonded interface can still deform and open. On soft substrates the computed share is close to 0.57. The field at the crack tip is hard to resolve there, so the small drop between the last two rows does not show whether the share levels off, rises further or has passed a maximum.

## The equal-modulus limit

If film and substrate have the same elastic constants, the cross-section is a half-plane with an edge crack of depth $h$, and there is a second route to $Z$. Grow the crack from the surface downward. At depth $a$ its stress intensity factor is $K=F\sigma\sqrt{\pi a}$, with $F$ a pure number, and its release rate is $K^2/\bar E_f$. Adding up the energy over all depths gives

$$G=\frac1h\int_0^h\frac{F^2\sigma^2\pi a}{\bar E_f}\,da
=\frac{\pi F^2}{2}\,\frac{\sigma^2h}{\bar E_f},
\qquad Z=\frac{\pi F^2}{2}.$$

The number $F$ was found by representing the crack as a continuous row of dislocations below a free surface and requiring its faces to be free of traction. This gives $F=1.121$ and $Z=1.975$. Integrating the opening from the same solution also gives 1.975, and the finite-element value is 1.974. The agreement tests both the half in $G=\sigma\bar\delta/2$ and the numerical method.

## Reading the example

The film has $E_f=150$ GPa and $\nu_f=0.25$, hence $\bar E_f=160$ GPa. The scales are

$$\frac{\sigma^2h}{\bar E_f}
=\frac{(6.00\times10^8\,\mathrm{Pa})^2(5.00\times10^{-7}\,\mathrm m)}
{1.60\times10^{11}\,\mathrm{Pa}}
=1.125\ \mathrm{J/m^2},$$

$$\frac{\sigma h}{\bar E_f}=1.875\ \mathrm{nm}.$$

On silicon $Z=1.95$, so $G=1.95\times1.125=2.19$ J/m² and the mean opening is $2\times1.95\times1.875=7.3$ nm. On polyimide $Z=11.16$, so $G=12.55$ J/m² and the mean opening is 41.8 nm. Both quantities rise by the same factor, 5.7, as they must at fixed stress. A coarser mesh in a larger domain gives $Z=11.07$ on polyimide, 0.8% below the value used. By the maximum principle, a finite-element field is only a trial field, so its $Z$ lies below the exact one. The polyimide values of $Z$ and $G$ should be read as slightly low, by one or two per cent.

The equivalent unloaded length $2Zh$ is 1.9 µm on silicon and 11.2 µm on polyimide. It measures total contraction and is not the width of a stress-free zone. The film stress, averaged through the thickness, recovers as follows:

| Substrate | To 50% | To 90% |
|---|---:|---:|
| Silicon | 0.44 µm | 2.3 µm |
| Polyimide | 0.13 µm | 12 µm |

The first column may surprise: half the stress returns sooner on the soft substrate. Its larger release comes with a long tail of partly relaxed film, not with a wider region of nearly complete unloading.

The 90% distance also indicates when the steady result applies. A channel on polyimide should be long compared with about 12 µm, whereas on silicon the corresponding distance is about 2 µm. Starting a crack from a small flaw is a separate problem.

## Critical thickness and stress

Steady channeling is energetically possible when $G\ge\Gamma$. Setting $Z\sigma^2h/\bar E_f=\Gamma$ and solving for thickness gives

$$h_c=\frac{\Gamma\bar E_f}{Z\sigma^2}.$$

For $\Gamma=5$ J/m² and $\sigma=600$ MPa, $h_c$ is 1140 nm on silicon and 199 nm on polyimide. The 500 nm film lies between them. A thickness qualified on a silicon monitor wafer therefore does not carry over to polymer, even if the film stress is identical.

If the thickness must stay at 500 nm, the stress can be reduced instead. Since $G\propto\sigma^2$, the highest film stress that the elastic model allows on polyimide is

$$600\sqrt{5/12.55}\approx380\ \mathrm{MPa}.$$

The maximum principle also supports replacing the upper part of the polymer by a stiffer layer: this cannot increase $G$, provided that the film stress is unchanged and the new layer neither cracks nor debonds. These limits are model values, subject to the limitations described below.

## Fixed stress is not fixed misfit strain

A polymer film on a rigid carrier and a released polymer foil are mechanically different. Take polyimide of thickness $H=5$ µm. Bonded to a rigid carrier, it gives $Z=9.94$ and $G=11.2$ J/m² at the same 600 MPa. The carrier lowers $G$ by 11% relative to thick polyimide, because it restrains the polymer.

Now let the foil contract in its plane while it is kept flat. Under equal biaxial strain the relevant moduli are $M=E/(1-\nu)$. Let $\varepsilon_m=\sigma/M_f=0.300\%$ be the misfit strain and $c$ the contraction of the foil. Force balance reads

$$M_fh(\varepsilon_m-c)=M_sHc
\quad\Longrightarrow\quad
c=\frac{M_fh}{M_fh+M_sH}\,\varepsilon_m .$$

The fraction of film stress that survives is

$$\frac{\varepsilon_m-c}{\varepsilon_m}
=\frac{1}{1+M_fh/(M_sH)}=0.278 .$$

The film stress falls to 167 MPa. Although $Z$ is now 11.70, the release rate is

$$G=11.70\times0.278^2\times1.125\approx1.0\ \mathrm{J/m^2},$$

less than half the value on silicon at the same misfit strain. Compliance can thus protect a film when it relieves the stress before cracking. The rule that compliance promotes cracking applies to the film stress actually present in service. That stress should be determined in the mounted, released or stretched state of interest. A foil that can also curl needs a bending calculation, which is not included here.

## How the model compares with real films

The parameters are rough values for a silicon-nitride-like barrier film, silicon and polyimide. The tension of 600 MPa and the toughness of 5 J/m² are inputs, to be replaced by values measured on the actual film. Silicon is anisotropic, but the result is not very sensitive to the isotropic modulus chosen to represent it: trial inputs of 130 and 188 GPa give $Z=2.12$ and $Z=1.83$, within 9% of the value used.

The assumption that the crack stops at the interface is doubtful on silicon. Film and wafer have nearly equal moduli, so a crack reaching the interface has a downward release rate of about $\pi F^2\sigma^2h/\bar E_f$, which is 4.4 J/m² at 500 nm and 10 J/m² at 1140 nm, while the cleavage toughness of silicon is roughly 3 to 4 J/m². The crack can then run some way into the wafer and release more energy. An equal-modulus edge-crack estimate leaves the 500 nm film well below channeling but lowers the critical thickness on silicon by roughly 10 to 15%, so 1140 nm is an optimistic value for a real wafer.

Polymer yielding is omitted, although it must occur near the crack. A tensile yield stress of 100 MPa corresponds to a shear yield stress $\tau_y=100/\sqrt3=57.7$ MPa. In the elastic solution the interface shear exceeds this at mesh positions out to about 310 nm from the crack (the next position is about 1.5 times as far), and more than half the film force $\sigma h$ is transferred within that distance. Shear limited to $\tau_y$ could transfer there only

$$\frac{\tau_y(310\ \mathrm{nm})}{\sigma h}
=\frac{57.7\times310}{600\times500}\approx6\%.$$

Load transfer must therefore spread outward. A slip-only model shows the length involved. Let the substrate be rigid and the interface shear equal $\tau_y$ over a distance $l=\sigma h/\tau_y=5.2$ µm on each side. The film stress is $\sigma x/l$, and the two sides lose the energy

$$2h\int_0^l\frac{\sigma^2}{2\bar E_f}\left(1-\frac{x^2}{l^2}\right)dx
=\frac{2\sigma^2hl}{3\bar E_f}.$$

The slip is the strain relief integrated from $x$ to $l$, which is $\sigma(l-x)^2/(2\bar E_fl)$. Friction on both sides dissipates

$$2\tau_y\int_0^l\frac{\sigma(l-x)^2}{2\bar E_fl}\,dx
=\frac{\tau_y\sigma l^2}{3\bar E_f}
=\frac{\sigma^2hl}{3\bar E_f},$$

where the last step uses $\tau_yl=\sigma h$. Subtracting and dividing by $h$ gives $G=\sigma^2l/(3\bar E_f)$, or

$$Z=\frac{l}{3h}=\frac{\sigma}{3\tau_y}=3.46,\qquad G=3.9\ \mathrm{J/m^2}.$$

This estimate omits all substrate deformation. It is neither a bound on the true value nor a correction to be added to 11.16. It does show that slip alone, even on a rigid base, gives a release well above the elastic value on silicon.

The direction of the correction can be argued if yielding is idealized as nonlinear elasticity with a lower, convex energy density. The release is again the maximum of load work minus stored energy, so lowering the stored energy cannot reduce it. In that idealization the elastic 12.5 J/m² is a low estimate; the size of the increase is not computed here. For this film the elastic critical thickness of about 200 nm on polyimide should therefore not be used as a safe design limit without an elastic-plastic calculation or a cracking test on the actual stack.

The printed values behind these comparisons are collected in the numerical output that follows.

## Table of computed values

```
film: E = 150 GPa, nu = 0.25, Ebar_f = 160.0 GPa
film: stress = 600 MPa, thickness = 500 nm
film toughness = 5.0 J/m^2
silicon: E = 160 GPa, nu = 0.22
polyimide: E = 5.0 GPa, nu = 0.35
edge-crack factor F = 1.1212 (no unit)
equal moduli, Z from K = 1.9747, from opening = 1.9747, finite elements = 1.9742
E_s/E_f =  0.0333: Z = 11.809, substrate energy share = 0.561
E_s/E_f =  0.1000: Z = 6.319, substrate energy share = 0.568
E_s/E_f =  0.3000: Z = 3.455, substrate energy share = 0.522
E_s/E_f =  1.0000: Z = 1.974, substrate energy share = 0.393
E_s/E_f = 10.0000: Z = 1.164, substrate energy share = 0.093
scale sigma^2 h/Ebar_f = 1.125 J/m^2
scale sigma h/Ebar_f = 1.875 nm
silicon: Z = 1.95, G = 2.19 J/m^2
silicon: mean opening = 7.3 nm, at surface = 10.8 nm
silicon: equivalent unloaded length 2Zh = 1949 nm
silicon: film stress back to 50 % at 4.4e+02 nm, to 90 % at 2.3e+03 nm
silicon: critical thickness = 1140 nm
silicon: film loses 3.04, substrate gains 0.85, net 2.19 J/m^2 (each per h)
polyimide: Z = 11.16, G = 12.55 J/m^2
polyimide: mean opening = 41.8 nm, at surface = 56.7 nm
polyimide: equivalent unloaded length 2Zh = 11155 nm
polyimide: film stress back to 50 % at 1.3e+02 nm, to 90 % at 1.2e+04 nm
polyimide: critical thickness = 199 nm
polyimide: film loses 19.69, substrate gains 7.14, net 12.55 J/m^2 (each per h)
ratio G(polyimide)/G(silicon) = 5.72
polyimide: d ln Z/d ln E_s = -0.5696, minus energy share = -0.5689
polyimide: Z on coarser mesh, larger domain = 11.07
polyimide layer thickness = 5.0 um
layer on rigid carrier: Z = 9.94, G = 11.18 J/m^2
silicon E = 130 to 188 GPa: Z = 2.12 to 1.83
polyimide tensile yield = 100 MPa, shear yield = 57.7 MPa
elastic interface shear exceeds yield out to about 3.1e+02 nm
slip-only estimate: Z = 3.46, G = 3.90 J/m^2
misfit strain = 0.300 %
free flat foil: stress retained = 27.8 %, stress = 167 MPa
free flat foil: Z = 11.70, G = 1.02 J/m^2
```
